\section*{Decay Time of an Aluminium Film Cooling Through a Thermal Boundary}

\section{Problem}

An aluminium film of thickness $h=80$~nm lies on a substrate. At time zero the whole film is 10~K warmer than the substrate, which stays at 300~K. Heat leaves the film through the interface alone. The interface has a thermal boundary conductance
\begin{equation}
G=100\ \mathrm{MW/(m^2\,K)},
\end{equation}
defined by the statement that a temperature step $\Delta T$ across the interface drives a heat flux $q=G\,\Delta T$ through it. The thermal boundary resistance is $1/G$.

Take rough values for aluminium: density $\rho=2.70\ \mathrm{g/cm^3}$, specific heat $c=0.90\ \mathrm{J/(g\,K)}$ and film conductivity $k=200\ \mathrm{W/(m\,K)}$.

(a) Estimate the cooling time by scaling. (b) Solve for the film temperature and show that the decay time, meaning the time in which the excess temperature falls to $1/e$ of its initial value, is near 2~ns. (c) Find how the finite conductivity of the film changes this time. (d) Find what happens if the substrate is silicon that is free to warm up.

The film is heated uniformly along its plane, so heat flows only across its thickness. Its free surface is insulated, and $C$, $G$ and $k$ do not change during the cooling.

\section{First estimate by scaling}

The volumetric heat capacity is the density times the specific heat:
\begin{equation}
C=\rho c=2.70\times0.90\ \mathrm{J/(cm^3\,K)}
=2.43\ \mathrm{MJ/(m^3\,K)} .
\end{equation}
A classical count supports this size. Each atom in a solid vibrates in three directions, and each direction carries $k_BT/2$ of kinetic and $k_BT/2$ of potential energy. The energy per mole is then $3RT$ and the heat capacity per mole is $3R$. With the molar mass $M=26.98$~g/mol,
\begin{equation}
C_{\rm classical}=\frac{3R\rho}{M}=2.50\ \mathrm{MJ/(m^3\,K)},
\end{equation}
within 3\% of the value adopted.

One square metre of film has the heat capacity
\begin{equation}
Ch=(2.43\times10^{6})(80\times10^{-9})
=0.1944\ \mathrm{J/(m^2\,K)} .
\end{equation}
Two times can be formed from the given quantities. The first is the stored heat divided by the flux that the interface can carry,
\begin{equation}
t_{\rm int}\sim\frac{Ch\,\Delta T}{G\,\Delta T}=\frac{Ch}{G}
=\frac{0.1944}{1.00\times10^{8}}\ \mathrm{s}\approx1.9\ \mathrm{ns}.
\end{equation}
The second is the time for heat to diffuse across the film. A temperature difference $\Delta T$ over the distance $h$ drives a flux of order $k\,\Delta T/h$, so
\begin{equation}
t_{\rm film}\sim\frac{Ch\,\Delta T}{k\,\Delta T/h}=\frac{Ch^2}{k}
\approx0.08\ \mathrm{ns}.
\end{equation}
Their ratio is the Biot number,
\begin{equation}
\mathrm{Bi}=\frac{t_{\rm film}}{t_{\rm int}}=\frac{Gh}{k}
=\frac{(10^8)(80\times10^{-9})}{200}=0.040 .
\end{equation}
Heat crosses the film far faster than it crosses the interface. The interface is therefore the bottleneck, and the cooling time should be of order 2~ns. Scaling does not give the numerical factor in front of $Ch/G$, nor the shape of the decay.

\section{Solution}

\subsection{One temperature for the whole film}

Since $\mathrm{Bi}\ll1$, let the film have a single excess temperature $\Delta T(t)$ above the isothermal substrate. The heat stored per area is $Ch\,\Delta T$. It decreases at the rate at which heat leaves:
\begin{equation}
Ch\,\frac{d\Delta T}{dt}=-G\,\Delta T .
\end{equation}
The minus sign says that a film warmer than the substrate cools. Divide by $Ch\,\Delta T$ and integrate from time zero, when $\Delta T=\Delta T_0$:
\begin{align}
\int_{\Delta T_0}^{\Delta T(t)}\frac{d\Delta T'}{\Delta T'}
&=-\frac{G}{Ch}\int_0^t dt',\\
\ln\frac{\Delta T(t)}{\Delta T_0}&=-\frac{G}{Ch}\,t .
\end{align}
Taking the exponential of both sides gives
\begin{equation}
\Delta T(t)=\Delta T_0\,e^{-t/\tau},\qquad \tau=\frac{Ch}{G}.
\label{eq:tau}
\end{equation}
At $t=\tau$ the excess is $\Delta T_0/e$, so $\tau$ is the decay time asked for:
\begin{equation}
\tau=\frac{0.1944\ \mathrm{J/(m^2\,K)}}
{1.00\times10^{8}\ \mathrm{W/(m^2\,K)}}=1.94\ \mathrm{ns}.
\end{equation}
This is near 2~ns, as was to be shown. With the classical heat capacity in place of the adopted one, the same formula gives 2.00~ns.

The decay time is not the time to cool completely. After 1.94~ns the film is still 3.68~K above the substrate. One tenth of the initial excess is reached when $e^{-t/\tau}=1/10$, that is, at
\begin{equation}
t_{10\%}=\tau\ln10=2.303\times1.944\ \mathrm{ns}=4.48\ \mathrm{ns}.
\end{equation}

The initial flux is $G\Delta T_0=1.00\ \mathrm{GW/m^2}$, and the initial cooling rate is $\Delta T_0/\tau=5.14$~K/ns. The total heat that crosses the interface is
\begin{equation}
\int_0^\infty G\,\Delta T_0\,e^{-t/\tau}\,dt
=G\,\Delta T_0\,\tau=Ch\,\Delta T_0=1.944\ \mathrm{J/m^2},
\end{equation}
which is the heat stored at the start. The large flux lasts only a few nanoseconds, so it carries little energy.

\subsection{Temperature variation inside the film}

Now drop the assumption of a single film temperature. Let $z$ run from the free surface, $z=0$, to the interface, $z=h$, and let $\theta(z,t)$ be the excess temperature. Energy conservation and Fourier's law give
\begin{equation}
C\frac{\partial\theta}{\partial t}=k\frac{\partial^2\theta}{\partial z^2},
\qquad
\left.\frac{\partial\theta}{\partial z}\right|_{0}=0,
\qquad
-k\left.\frac{\partial\theta}{\partial z}\right|_{h}=G\,\theta(h,t).
\end{equation}
The first boundary condition expresses the insulated surface. The second equates the flux arriving at the interface to the flux crossing it.

Seek a profile that keeps its shape while it decays, $\theta=f(z)\,e^{-t/\tau'}$. Substitution gives
\begin{equation}
f''=-\frac{C}{k\tau'}f=-\frac{\beta^2}{h^2}f,
\qquad \beta^2=\frac{Ch^2}{k\tau'} .
\end{equation}
The solution with zero slope at $z=0$ is $f=A\cos(\beta z/h)$. Its slope at the interface is $-(A\beta/h)\sin\beta$, so the second boundary condition becomes
\begin{equation}
\frac{k\beta}{h}\sin\beta=G\cos\beta
\quad\Longrightarrow\quad
\beta\tan\beta=\mathrm{Bi}.
\label{eq:beta}
\end{equation}
The smallest positive root belongs to the slowest decay. It lies between 0 and $\pi/2$.

For $\mathrm{Bi}\ll1$ this root is small. With $\tan\beta\approx\beta+\beta^3/3$,
\begin{equation}
\beta^2\left(1+\frac{\beta^2}{3}\right)\approx\mathrm{Bi}
\quad\Longrightarrow\quad
\frac{1}{\beta^2}\approx\frac{1}{\mathrm{Bi}}
\left(1+\frac{\beta^2}{3}\right)
\approx\frac{1}{\mathrm{Bi}}+\frac13 .
\end{equation}
The last step uses $\beta^2\approx\mathrm{Bi}$ inside the small correction. Hence
\begin{equation}
\tau'=\frac{Ch^2}{k\beta^2}
\approx\frac{Ch^2}{k}\left(\frac{k}{Gh}+\frac13\right)
=Ch\left(\frac1G+\frac{h}{3k}\right).
\label{eq:corr}
\end{equation}

The term $h/(3k)$ is the mean resistance between the film's interior and the interface. When all layers cool at nearly the same rate, the flux grows linearly with depth, from zero at the free surface to $q$ at the interface, so it is $qz/h$. Integrating Fourier's law from $z$ to $h$ gives
\begin{equation}
\theta(z)-\theta(h)=\int_z^h\frac{qz'}{hk}\,dz'
=\frac{q}{2hk}(h^2-z^2).
\end{equation}
The mean of $h^2-z^2$ over the film is $h^2-h^2/3=2h^2/3$, so the mean film temperature exceeds the interface value by $qh/(3k)$.

For the example,
\begin{equation}
\tau'\approx0.1944\left(1.000\times10^{-8}
+\frac{80\times10^{-9}}{3\times200}\right)\mathrm{s}
=1.970\ \mathrm{ns}.
\end{equation}
A numerical solution with the film divided into 100 layers also gives 1.970~ns, an increase of 1.34\% over $Ch/G$. This is the decay time of the slow mode and, to first order in $\mathrm{Bi}$, the $1/e$ time of the mean film temperature. The free surface is warmer than the mean by a fraction of about $\mathrm{Bi}/6$, so it reaches $1/e$ of the initial excess slightly later, at 1.98~ns. The film next to the interface is cooler than the mean by a fraction of about $\mathrm{Bi}/3$ and reaches it at 1.94~ns.

The uniform starting temperature fits this slow mode closely. With $\beta^2\approx0.04$, the profile $\cos(\beta z/h)$ drops by only about $\beta^2/2$, or 2\%, from the free surface to the interface. The next root of \eqref{eq:beta} is close to $\pi$. Its decay time is about $Ch^2/(\pi^2k)\approx0.008$~ns, so the small remainder of the initial profile disappears early in the cooling.

In the opposite limit, $\mathrm{Bi}\gg1$, the smallest root approaches $\pi/2$ and
\begin{equation}
\tau'\to\frac{4Ch^2}{\pi^2k}.
\end{equation}
The conductance has dropped out, because conduction inside the film is now the bottleneck. The two limiting formulas, $Ch/G$ and $4Ch^2/(\pi^2k)$, are equal at $h=\pi^2k/(4G)\approx5\ \mu$m for the present $k$ and $G$. Well below this thickness $\tau'$ is proportional to $h$; well above it, to $h^2$. In the thick limit $\tau'$ is the decay time of the slowest mode and no longer the $1/e$ time of the film. A uniform start then excites several modes, and the free surface reaches $1/e$ later than $\tau'$, the mean temperature earlier.

\section{Comparison of the estimate and the solution}

The scaling estimate $Ch/G$ has the correct numerical factor for the $1/e$ time: within the one-temperature model the factor is one. The reason is that the flux is proportional to the excess temperature. If the initial flux persisted, the film would lose all its heat in the time $Ch/G$. Since the flux falls with the temperature, a fraction $1/e$ of the heat is still there at that time.

The scaling argument also identified the small parameter. The solution shows that its effect on the decay time of the mean film temperature is $\mathrm{Bi}/3$ to leading order, or 1.3\% here, rather than the full $\mathrm{Bi}=4\%$.

\section{A silicon substrate that warms up}

Of the assumptions tested here, the isothermal substrate matters most. Let the substrate be silicon, with rough values $k_s=140\ \mathrm{W/(m\,K)}$ and $C_s=1.6\ \mathrm{MJ/(m^3\,K)}$. Treat the film again as having one excess temperature $\theta_f(t)$, and let $\theta_s(y,t)$ be the excess in the silicon at depth $y$. Then
\begin{align}
Ch\frac{d\theta_f}{dt}&=-G\left[\theta_f-\theta_s(0,t)\right],\\
C_s\frac{\partial\theta_s}{\partial t}
&=k_s\frac{\partial^2\theta_s}{\partial y^2},\\
-k_s\left.\frac{\partial\theta_s}{\partial y}\right|_{0}
&=G\left[\theta_f-\theta_s(0,t)\right].
\end{align}
The silicon surface warms, the temperature step at the interface shrinks, and the film cools more slowly.

Scaling gives the size of the effect. During the time $\tau$ heat spreads in the silicon to a depth of order
\begin{equation}
L=\sqrt{\frac{k_s\tau}{C_s}}
=\sqrt{\frac{140\times1.944\times10^{-9}}{1.6\times10^6}}\ \mathrm{m}
=412\ \mathrm{nm}.
\end{equation}
A layer of this depth adds a resistance of order $L/k_s$ in series with $1/G$. Relative to the interface resistance it is
\begin{equation}
r=\frac{GL}{k_s}=G\sqrt{\frac{\tau}{k_sC_s}}
=\sqrt{\frac{G\,Ch}{k_sC_s}}=0.295,
\end{equation}
where the last form uses $\tau=Ch/G$. The estimated $1/e$ time is
\begin{equation}
\tau(1+r)=1.944\times1.295\ \mathrm{ns}=2.52\ \mathrm{ns}.
\end{equation}
Numerical solution of the three equations gives 2.60~ns, so the estimated total is about 3\% low. The estimated added time, 0.57~ns against 0.66~ns, is about 13\% low; scaling fixes this part only up to a factor of order one. The increase over the isothermal result is 34\%. These figures keep one temperature for the film; with its finite conductivity included as well, the mean film temperature reaches $1/e$ at 2.63~ns. The value of 1.94~ns is thus the interface-limited decay time, and not the full $1/e$ time on silicon with these parameters.

The substrate stays nearly isothermal, and the $1/e$ time stays close to $Ch/G$, when $r\ll1$, or $G\,Ch\ll k_sC_s$. A thinner film or a poorer interface brings the system closer to this limit when the materials are held fixed. Even then the exponential law fails at late times, once the excess left in the film has become comparable with that of the silicon surface.

The shape of the decay changes as well. At 10~ns the isothermal model leaves 0.58\% of the initial excess, whereas the film on silicon retains 9.8\%. The slow tail comes from diffusion in the substrate. At late times nearly all the heat, $Q=Ch\,\Delta T_0$ per area, is in the silicon, as if it had been released at its surface at time zero. The spreading profile is
\begin{equation}
\theta_s=\frac{B}{\sqrt t}\,
\exp\!\left(-\frac{y^2}{4D_st}\right),
\qquad D_s=\frac{k_s}{C_s}.
\end{equation}
It satisfies the diffusion equation, since both $\partial\theta_s/\partial t$ and $D_s\,\partial^2\theta_s/\partial y^2$ equal $\theta_s[-1/(2t)+y^2/(4D_st^2)]$. Its slope vanishes at $y=0$, as it must once the flux from the film has become negligible. The total heat fixes $B$:
\begin{equation}
Q=C_s\int_0^\infty\theta_s\,dy=C_sB\sqrt{\pi D_s}.
\end{equation}
The film follows the silicon surface at late times, so
\begin{equation}
\frac{\theta_f}{\Delta T_0}\to
\frac{Ch}{C_s\sqrt{\pi D_st}}
=\frac{Ch}{\sqrt{\pi k_sC_s\,t}} .
\end{equation}
This falls as $t^{-1/2}$, not exponentially. At 10~ns it gives 7\%, below the numerical 9.8\%: ten nanoseconds is only about five times $\tau$, and the leading late-time term is not yet accurate.

\section{Smaller effects and the real case}

Radiation from the free surface is negligible. A black surface at $T+\Delta T$ facing surroundings at $T$ loses the net flux
\begin{equation}
\sigma\left[(T+\Delta T)^4-T^4\right]\approx4\sigma T^3\,\Delta T
\end{equation}
for $\Delta T\ll T$, where $\sigma$ is the Stefan--Boltzmann constant. At 300~K the coefficient is $6.12\ \mathrm{W/(m^2\,K)}$, or $6.1\times10^{-8}$ of $G$.

A working chip may be warmer, say 358~K. The lattice heat capacity is then somewhat larger. For one vibration of angular frequency $\omega$, with $x=\hbar\omega/(k_BT)$, the heat capacity is
\begin{equation}
k_B\frac{(x/2)^2}{\sinh^2(x/2)}
\approx k_B\left(1-\frac{x^2}{12}\right)
\end{equation}
for small $x$, because $\sinh^2u\approx u^2(1+u^2/3)$. In the Debye model the number of vibrations per frequency interval grows as $\omega^2$ up to a maximum $\omega_D$, so the mean of $\omega^2$ is $3\omega_D^2/5$. With the Debye temperature $\Theta=\hbar\omega_D/k_B$, the heat capacity relative to its classical value is
\begin{equation}
\frac{C_{\rm lattice}}{C_{\rm classical}}
\approx1-\frac{1}{12}\,\frac35\,\frac{\Theta^2}{T^2}
=1-\frac{\Theta^2}{20T^2}.
\end{equation}
For a rough $\Theta=400$~K this gives 0.911 at 300~K and 0.938 at 358~K. The full Debye model gives 0.916 and 0.940, a rise of 2.6\%. At fixed $G$ and $h$ the isothermal decay time $Ch/G$ rises by the same fraction, to about 2.0~ns. Electronic and anharmonic contributions to the heat capacity, and any change of $G$ with temperature, are left out of this figure.

The parameters resemble those of aluminium films used as heaters and thermometers in pump--probe measurements on silicon. Boundary conductances between metals and semiconductors near room temperature range, roughly, from tens to a few hundred $\mathrm{MW/(m^2\,K)}$, so the chosen $G$ is not unusual. Since $\tau\propto1/G$ at fixed $Ch$, conductances of 50 and $200\ \mathrm{MW/(m^2\,K)}$ would give isothermal decay times of 3.9 and 1.0~ns. A real silicon substrate does not stay at constant temperature, and its warming moves the $1/e$ time from 1.94 to 2.60~ns in this model. The model uses Fourier's law with the bulk conductivity of silicon. At room temperature a sizeable part of the heat in silicon is carried by phonons whose mean free paths are comparable to or longer than the spreading depth of 412~nm, so the value of 2.60~ns is itself approximate. As a measure of the sensitivity, lowering $k_s$ from 140 to $100\ \mathrm{W/(m\,K)}$ in the same model moves it to 2.75~ns. Reading the conductance from the longer time with $G=Ch/\tau$ would give $0.1944/(2.60\times10^{-9})\approx75\ \mathrm{MW/(m^2\,K)}$, 25\% below the value put in. Conduction in the substrate therefore has to be included when $G$ is inferred from such a decay. The numerical output lists the main quantities used here.

\section*{Computed values}
\begin{verbatim}
INPUTS (material values are rough)
Film thickness: 80 nm
Interface conductance: 100 MW/(m^2 K)
Aluminium density: 2.70 g/cm^3
Aluminium specific heat: 0.90 J/(g K)
Aluminium molar mass: 26.98 g/mol
Film conductivity: 200 W/(m K)
Aluminium Debye temperature: 400 K
Silicon conductivity: 140 W/(m K)
Silicon heat capacity: 1.6 MJ/(m^3 K)
Base and warm temperatures: 300, 358 K
Initial excess temperature: 10 K
IDEAL COOLING
Aluminium heat capacity: 2.43 MJ/(m^3 K)
Classical lattice estimate: 2.50 MJ/(m^3 K)
Film heat capacity per area: 0.1944 J/(m^2 K)
Decay time tau: 1.944 ns
Excess left at tau: 3.68 K
Time to one tenth: 4.48 ns
Initial stored heat: 1.944 J/m^2
Heat crossed, layered film: 1.944 J/m^2
Initial interface flux: 1.00 GW/m^2
Initial cooling rate: 5.14 K/ns
FINITE FILM CONDUCTIVITY
Biot number: 0.040 (dimensionless)
Corrected decay time: 1.970 ns
Layered-film decay time: 1.970 ns
Increase of decay time: 1.34 %
SILICON SUBSTRATE ALLOWED TO WARM
Heat spreading depth in tau: 412 nm
Added/interface resistance: 0.295 (dimensionless)
Estimated 1/e time: 2.52 ns
Numerical 1/e time: 2.60 ns
Increase of 1/e time: 34 %
Late time for comparison: 10 ns
Excess left then, isothermal: 0.58 %
Excess left then, silicon: 9.8 %
SMALLER EFFECTS
Black radiation conductance: 6.12 W/(m^2 K)
Radiation/interface ratio: 6.1e-08 (dimensionless)
Debye C/classical at base: 0.916 (dimensionless)
Debye C/classical when warm: 0.940 (dimensionless)
Heat-capacity change when warm: 2.6 %
\end{verbatim}
